# Symmetries of the Wigner rotation matrices, derived from half turns: a program that tests the result

```python
"""Symmetries of the Wigner rotation matrices, tested numerically.

d(beta) = exp(-i beta Jy), D = exp(-i a Jz) exp(-i beta Jy) exp(-i g Jz),
with J in units of hbar and standard (Condon-Shortley) phases.
Rows are m', columns are m, both ordered j, j-1, ..., -j.
Results under test, for all real angles:
  d[m',m] = (-1)^(m'-m) d[m,m'] = d[-m,-m']
  d[m',m](pi) = (-1)^(j-m) if m' = -m, otherwise 0
  d[m',m](pi-beta) = (-1)^(j-m) d[-m',m] = (-1)^(j+m') d[m',-m]
  conj(D[m',m]) = (-1)^(m'-m) D[-m',-m]
The matrices come from matrix exponentials of the generators and,
independently, from the rotation of products of spin-1/2 states.
"""
from math import factorial, sqrt
import numpy as np
from scipy.linalg import expm


def sign(exponent):
    """(-1)**exponent for exponents that must be integers."""
    n = np.rint(exponent).astype(int)
    assert np.allclose(n, exponent)
    return 1 - 2 * (n % 2)


def generators(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    low = m[:-1]
    j_minus = np.diag(np.sqrt((j + low) * (j - low + 1)), -1)
    j_plus = j_minus.T
    jx = (j_plus + j_minus) / 2
    jy = (j_plus - j_minus) / 2j
    return m, jx, jy, np.diag(m), j_plus, j_minus


def d_exponential(j, beta):
    return expm(-1j * beta * generators(j)[2])


def d_spinors(j, beta):
    """Rotate x^(j+m) y^(j-m), where x, y are spin up and spin down."""
    n = int(round(2 * j))
    c, s = np.cos(beta / 2), np.sin(beta / 2)
    d = np.zeros((n + 1, n + 1))
    for col in range(n + 1):
        poly = np.array([1.0])
        for _ in range(n - col):
            poly = np.convolve(poly, [c, s])
        for _ in range(col):
            poly = np.convolve(poly, [-s, c])
        for row in range(n + 1):
            norm = factorial(n - row) * factorial(row)
            norm /= factorial(n - col) * factorial(col)
            d[row, col] = poly[row] * sqrt(norm)
    return d


worst = {}


def check(name, left, right, tol=1e-10):
    gap = float(np.max(np.abs(np.asarray(left) - np.asarray(right))))
    worst[name] = max(worst.get(name, 0.0), gap)
    assert gap < tol, (name, gap)


angles = [-2.3, 0.37, 1.2, 2.9, 4.6]
alpha, gamma = 0.4, 1.1
for twice_j in range(13):
    j = twice_j / 2
    m, jx, jy, jz, jp, jm = generators(j)
    row_m, col_m = m[:, None], m[None, :]
    s_diff = sign(row_m - col_m)
    unit = np.eye(len(m))
    half_y = d_exponential(j, np.pi)
    half_z = expm(-1j * np.pi * jz)

    # Half turns acting on the generators
    check("half-turn operators", half_z @ jy @ half_z.conj().T, -jy)
    check("half-turn operators", half_y @ jz @ half_y.conj().T, -jz)
    check("half-turn operators", half_y @ jm @ half_y.conj().T, -jp)

    # Values at pi, -pi and 2 pi
    anti = unit[::-1]
    check("values at pi", half_y, anti * sign(j - col_m))
    check("values at -pi and 2 pi", d_exponential(j, -np.pi),
          anti * sign(j + col_m))
    check("values at -pi and 2 pi", d_exponential(j, 2 * np.pi),
          sign(2 * j) * unit)

    # Leading small-angle coefficient of d[-j,j]
    lead = np.linalg.matrix_power(-1j * jy, twice_j)[-1, 0]
    check("small-angle coefficient", lead / factorial(twice_j),
          0.5 ** twice_j)

    for beta in angles:
        d = d_exponential(j, beta)
        check("exponential vs spinors", d, d_spinors(j, beta))
        check("reality", d.imag, 0)
        check("inverse is transpose", d_exponential(j, -beta), d.T)
        check("sign change of beta", d_exponential(j, -beta), s_diff * d)
        check("transposition", d, s_diff * d.T)
        check("both signs reversed", d, s_diff * d[::-1, ::-1])
        check("d[m',m] = d[-m,-m']", d, d[::-1, ::-1].T)
        refl = d_exponential(j, np.pi - beta)
        check("reflection", refl, sign(j - col_m) * d[::-1, :])
        check("reflection", refl, sign(j + row_m) * d[:, ::-1])

        big = expm(-1j * alpha * jz) @ d @ expm(-1j * gamma * jz)
        check("conjugation of D", big.conj(), s_diff * big[::-1, ::-1])

        # Rotated generators and the equation for the column m = j
        c, s = np.cos(beta), np.sin(beta)
        check("rotated generators", d @ jz @ d.conj().T, c * jz + s * jx)
        check("rotated generators", d @ jx @ d.conj().T, c * jx - s * jz)
        h = 1e-4
        slope = (d_exponential(j, beta + h)[:, 0]
                 - d_exponential(j, beta - h)[:, 0]) / (2 * h)
        # central difference: error of order h^2 j^3 / 6, below 1e-6
        check("top-column equation", s * slope, (j * c - m) * d[:, 0], 1e-5)
        if 0 < beta < np.pi:
            check("d[-j,j] = sin^(2j)(beta/2)", d[-1, 0],
                  np.sin(beta / 2) ** twice_j)

# Worked example
j, beta = 1.5, np.pi / 3
m = generators(j)[0]
d60 = d_exponential(j, beta).real
index = {value: k for k, value in enumerate(m)}
seeds = {(a, b): d60[index[a], index[b]]
         for a in m for b in m if a >= abs(b)}
rebuilt = np.zeros_like(d60)
for a in m:
    for b in m:
        if a >= abs(b):
            value = seeds[a, b]
        elif b >= abs(a):
            value = sign(a - b) * seeds[b, a]
        elif -b >= abs(a):
            value = seeds[-b, -a]
        else:
            value = sign(a - b) * seeds[-a, -b]
        rebuilt[index[a], index[b]] = value
check("matrix rebuilt from seeds", rebuilt, d60)
d120 = sign(j - m)[None, :] * rebuilt[::-1, :]
check("120 degrees by reflection", d120, d_spinors(j, 2 * np.pi / 3))
d180 = d_exponential(j, np.pi).real

jz = np.diag(m)
big = expm(-1j * alpha * jz) @ d60 @ expm(-1j * gamma * jz)

# What fails when the sign or the phase convention is changed
wrong_pi = np.max(np.abs(d180 - np.eye(4)[::-1] * sign(j + m)[None, :]))
no_sign = np.max(np.abs(d60 - d60.T))
phase = 1j ** np.arange(4)
rephased = phase.conj()[:, None] * d60 * phase[None, :]
check("rephased d is symmetric", rephased, rephased.T)
assert wrong_pi > 1 and no_sign > 0.1
assert np.max(np.abs(rephased.imag)) > 0.1


def show(title, matrix):
    print(title)
    for value, row in zip(m, matrix):
        cells = " ".join(f"{np.round(x, 6) + 0.0:+.6f}" for x in row)
        print(f"  m'={value:+.1f}: {cells}")


print("All matrix elements are dimensionless; columns m=3/2,1/2,-1/2,-3/2")
print(f"j = {j}, beta = {np.degrees(beta):.0f} deg")
print(f"alpha = {alpha} rad, gamma = {gamma} rad")
print(f"independent elements: {len(seeds)} of {d60.size}")
for (a, b), value in seeds.items():
    print(f"  seed d[{a:+.1f},{b:+.1f}] = {value:+.6f}")
show("d(60 deg), rebuilt from the seeds:", rebuilt)
show("d(120 deg), by reflection:", d120)
show("d(180 deg), by exponential:", d180)
print(f"D[+3/2,+1/2] = {big[0, 1]:+.6f}")
print(f"D[-3/2,-1/2] = {big[3, 2]:+.6f}")
print(f"max error at 180 deg if j+m replaces j-m: {wrong_pi:.3f}")
print(f"max error of transposition without sign: {no_sign:.6f}")
print(f"max |Im d| after rephasing: {np.max(np.abs(rephased.imag)):.6f}")
print("largest deviations, j = 0 to 6:")
for name, gap in worst.items():
    print(f"  {name}: {gap:.0e}")
print("done: every assertion held")
```

Running it gives:

```
All matrix elements are dimensionless; columns m=3/2,1/2,-1/2,-3/2
j = 1.5, beta = 60 deg
alpha = 0.4 rad, gamma = 1.1 rad
independent elements: 6 of 16
  seed d[+1.5,+1.5] = +0.649519
  seed d[+1.5,+0.5] = -0.649519
  seed d[+1.5,-0.5] = +0.375000
  seed d[+1.5,-1.5] = -0.125000
  seed d[+0.5,+0.5] = +0.216506
  seed d[+0.5,-0.5] = -0.625000
d(60 deg), rebuilt from the seeds:
  m'=+1.5: +0.649519 -0.649519 +0.375000 -0.125000
  m'=+0.5: +0.649519 +0.216506 -0.625000 +0.375000
  m'=-0.5: +0.375000 +0.625000 +0.216506 -0.649519
  m'=-1.5: +0.125000 +0.375000 +0.649519 +0.649519
d(120 deg), by reflection:
  m'=+1.5: +0.125000 -0.375000 +0.649519 -0.649519
  m'=+0.5: +0.375000 -0.625000 +0.216506 +0.649519
  m'=-0.5: +0.649519 -0.216506 -0.625000 -0.375000
  m'=-1.5: +0.649519 +0.649519 +0.375000 +0.125000
d(180 deg), by exponential:
  m'=+1.5: +0.000000 +0.000000 +0.000000 -1.000000
  m'=+0.5: +0.000000 +0.000000 +1.000000 +0.000000
  m'=-0.5: +0.000000 -1.000000 +0.000000 +0.000000
  m'=-1.5: +1.000000 +0.000000 +0.000000 +0.000000
D[+3/2,+1/2] = -0.265320+0.592858j
D[-3/2,-1/2] = +0.265320+0.592858j
max error at 180 deg if j+m replaces j-m: 2.000
max error of transposition without sign: 1.299038
max |Im d| after rephasing: 0.649519
largest deviations, j = 0 to 6:
  half-turn operators: 8e-15
  values at pi: 1e-15
  values at -pi and 2 pi: 2e-15
  small-angle coefficient: 6e-17
  exponential vs spinors: 2e-15
  reality: 0e+00
  inverse is transpose: 1e-15
  sign change of beta: 0e+00
  transposition: 1e-15
  both signs reversed: 1e-15
  d[m',m] = d[-m,-m']: 1e-15
  reflection: 2e-15
  conjugation of D: 1e-15
  rotated generators: 7e-15
  top-column equation: 2e-08
  d[-j,j] = sin^(2j)(beta/2): 3e-16
  matrix rebuilt from seeds: 2e-16
  120 degrees by reflection: 4e-16
  rephased d is symmetric: 2e-16
done: every assertion held
```
